# Energy mobility versus particle mobility for Maxwellian electrons

## Question

I am writing the electron energy equation for a fluid model of a processing plasma. With $n$ the electron density, $\bar\varepsilon$ the mean electron energy and $n_\varepsilon=n\bar\varepsilon$ the energy density, the drift parts of the particle and energy fluxes are

$$\Gamma=-\mu nE,\qquad Q=-\mu_\varepsilon n_\varepsilon E .$$

The exercise says that for Maxwellian electrons $\mu_\varepsilon/\mu$ is $5/3$ if the collision frequency $\nu$ is constant, but $4/3$ if the mean free path $\lambda=v/\nu$ is constant. I can't get either.

My reasoning is that an electron of speed $v$ acquires a drift velocity $-E/\nu(v)$ (electron mass and charge magnitude set to 1). So I took $\mu=\langle1/\nu\rangle$, weighted the same drift with the energy $\varepsilon=v^2/2$, and took $\mu_\varepsilon=\langle\varepsilon/\nu\rangle/\bar\varepsilon$. This gives a ratio of 1 for constant $\nu$ and $2/3$ for constant $\lambda$. What is missing, and does the difference matter in a real discharge?

## Answer

Your average leaves out two things. The field changes an electron's energy as well as its velocity, and when $\nu$ depends on speed, the field also changes how soon the electron collides. Both are contained in the first-order kinetic equation.

**Assumptions.** The gas is weakly ionized, and the field $E$ is steady, uniform, weak and along $z$. The atoms are heavy and slow, so a collision turns the electron velocity but hardly changes its speed. I use atomic units, with electron charge $-1$ and temperature $T$ in energy units. The isotropic part of the distribution is

$$f_0(v)\propto e^{-v^2/2T},\qquad n=4\pi\int_0^\infty v^2f_0\,dv,\qquad \bar\varepsilon=\tfrac32T .$$

Brackets $\langle\cdot\rangle$ are averages over $f_0$. $Q$ is the total kinetic-energy flux in the laboratory frame, not the heat flux.

### The response to the field

Write $f=f_0(v)+f_1(v)\cos\theta$, with $\theta$ measured from $z$. The acceleration is $-E$, so to first order in $E$ the field term of the Boltzmann equation is

$$-E\,\frac{\partial f_0}{\partial v_z}=-E\cos\theta\,f_0'(v).$$

For atoms of density $N$ and differential cross section $\sigma(v,\chi)$, the collision term is

$$C[f]=Nv\int\sigma(v,\chi)\,[f(\theta')-f(\theta)]\,d\Omega' .$$

The isotropic part cancels. For the other part,

$$\cos\theta'=\cos\theta\cos\chi+\sin\theta\sin\chi\cos\varphi ,$$

and the last term vanishes on integration over the azimuth $\varphi$. Hence

$$C[f_1\cos\theta]=-\nu f_1\cos\theta,\qquad \nu(v)=Nv\int\sigma(v,\chi)(1-\cos\chi)\,d\Omega' .$$

So $\nu$ is the momentum-transfer frequency: a small deflection counts little because it preserves most of the forward motion. Equating the two terms gives

$$f_1=\frac{E}{\nu}f_0' .$$

Since $f_0'<0$, $f_1$ is negative and the electrons drift against $E$.

### The two fluxes

With $v_z=v\cos\theta$ and $\int\cos^2\theta\,d\Omega=4\pi/3$,

$$\Gamma=\frac{4\pi}{3}\int_0^\infty v^3f_1\,dv,\qquad Q=\frac{4\pi}{3}\int_0^\infty\frac{v^2}{2}\,v^3f_1\,dv .$$

Insert $f_1$ and compare with the definitions:

$$\mu=-\frac{4\pi}{3n}\int_0^\infty\frac{v^3}{\nu}f_0'\,dv,\qquad \mu_\varepsilon\bar\varepsilon=-\frac{4\pi}{3n}\int_0^\infty\frac{v^5}{2\nu}f_0'\,dv .$$

To compare with your formulas, integrate by parts. The boundary terms vanish in both cases you ask about. Since

$$\frac{d}{dv}\frac{v^3}{\nu}=\frac{3v^2}{\nu}+v^3\frac{d}{dv}\frac1\nu,\qquad \frac{d}{dv}\frac{v^5}{2\nu}=\frac{5v^4}{2\nu}+\frac{v^5}{2}\frac{d}{dv}\frac1\nu ,$$

we get

$$\mu=\Big\langle\frac1\nu\Big\rangle+\frac13\Big\langle v\frac{d}{dv}\frac1\nu\Big\rangle,$$

$$\mu_\varepsilon\bar\varepsilon=\frac53\Big\langle\frac{\varepsilon}{\nu}\Big\rangle+\frac13\Big\langle\varepsilon v\frac{d}{dv}\frac1\nu\Big\rangle .$$

The factor $5/3$ has a direct reading. A velocity change $\delta v_z=-E/\nu$ changes the energy flux $\varepsilon v_z$ of one electron by

$$\delta(\varepsilon v_z)=\varepsilon\,\delta v_z+v_z\,\delta\varepsilon=(\varepsilon+v_z^2)\,\delta v_z,$$

because $\delta\varepsilon=v_z\delta v_z$. Averaged over directions, $v_z^2=v^2/3=\frac23\varepsilon$. You kept the 1 and lost the $2/3$. The derivative terms are the second omission: if $\nu$ rises with speed, electrons that the field speeds up lose their directed motion sooner, which lowers both mobilities.

### Constant collision frequency

The derivative terms vanish, so

$$\mu=\frac1\nu,\qquad \mu_\varepsilon=\frac{5}{3\nu},\qquad \boxed{\frac{\mu_\varepsilon}{\mu}=\frac53}.$$

The Maxwellian was not used. Within this weak-field model the result holds for any isotropic $f_0$ that falls fast enough for the boundary terms to vanish.

### Constant mean free path

Now $1/\nu=\lambda/v$, so $v\,d(1/\nu)/dv=-1/\nu$. The general formulas become

$$\mu=\frac23\Big\langle\frac1\nu\Big\rangle,\qquad \mu_\varepsilon\bar\varepsilon=\frac43\Big\langle\frac\varepsilon\nu\Big\rangle .$$

The true ratio is therefore twice yours, $2\times\frac23=\frac43$. To obtain it without relying on your value, use $f_0'=-(v/T)f_0$:

$$f_1=\frac{E\lambda}{v}\Big(-\frac vT f_0\Big)=-\frac{E\lambda}{T}f_0 .$$

Define $J_k=\int_0^\infty v^ke^{-v^2/2T}dv$. Writing the integrand as $v^{k-1}\cdot ve^{-v^2/2T}$ and integrating by parts gives, for $k>1$,

$$J_k=(k-1)T\,J_{k-2}.$$

The energy carried per drifting electron is then

$$\frac Q\Gamma=\frac12\frac{J_5}{J_3}=\frac12\,(4T)=2T .$$

The definitions give $Q/\Gamma=\mu_\varepsilon\bar\varepsilon/\mu$, so

$$\boxed{\frac{\mu_\varepsilon}{\mu}=\frac{2T}{3T/2}=\frac43}.$$

The particle mobility follows from $J_1=T$, $J_3=2T^2$, $J_0=\sqrt{\pi T/2}$ and $J_2=TJ_0$:

$$\langle v\rangle=\frac{J_3}{J_2}=\sqrt{\frac{8T}{\pi}},\qquad \mu=\frac{\lambda\langle v\rangle}{3T}=\frac{2\lambda}{3}\sqrt{\frac{2}{\pi T}} .$$

### Both cases in one formula

Let $\nu\propto v^s$. Then $f_1\propto v^{1-s}f_0$, and the same recursion gives

$$\frac Q\Gamma=\frac12\frac{J_{6-s}}{J_{4-s}}=\frac{5-s}{2}T,\qquad \frac{\mu_\varepsilon}{\mu}=\frac{5-s}{3},\qquad s<5 .$$

The bound keeps the particle-flux integral finite at $v=0$. For $s>1$, $f_1/f_0$ grows without limit as $v\to0$, so the weak-field expansion fails for the slowest electrons even where the integrals converge. For $s<1$ it fails in the same way at high speed, where a Maxwellian has very few electrons if the field is weak. The next angular term, $f_2/f_0$, grows as $v^{-2s}$ at low speed for every $s>0$, so the slowest electrons leave the expansion at constant $\lambda$ too. In the helium example below they carry too little of the flux for this to matter.

I tested this by solving the angular scattering problem numerically on 200 directions, with a forward-peaked scattering law of mean $\cos\chi=0.3$. For $s=0,\ 0.5,\ 1,\ 2,\ 3$ the ratios were 1.6667, 1.5000, 1.3333, 1.0000 and 0.6667, as the formula predicts. The angular response multiplies both fluxes equally and cancels from these ratios, so they test the speed integrals. The scattering solution itself is tested by the particle mobility, which agreed with its closed formula to within one part in a million.

A drifting electron thus carries $\frac52T$ at constant $\nu$ and $2T$ at constant $\lambda$. Both exceed the mean energy $\frac32T$, because fast electrons contribute more than their share to the flux. A frequency that rises with speed weakens this preference, and at $s=2$ it is gone.

If your energy equation separates convection from heat flow, the heat flux to first order in the drift is $q=Q-\frac52T\Gamma$. Here $\frac32T$ is transported internal energy and $T$ is pressure work. So $q=0$ at constant $\nu$ and $q=-\frac12T\Gamma$ at constant $\lambda$, even with uniform temperature. Adding a full $\frac52T\Gamma$ to $Q$ would count the energy transport twice.

### Numbers for a helium plasma

Take rough values for an inductively coupled helium processing plasma: 0.5 Torr, gas at 400 K, $T=3$ eV, $n=3\times10^{11}$ cm$^{-3}$, a steady field of 1 V/cm and a constant momentum-transfer cross section of 6 Å$^2$. These values are set independently, not obtained from a power balance. The ideal-gas law gives $N=1.207\times10^{16}$ cm$^{-3}$. Since 1 Å$^2=10^{-16}$ cm$^2$,

$$\lambda=\frac{1}{(1.207\times10^{16})(6\times10^{-16})}\ \text{cm}=0.138\ \text{cm}.$$

The mean speed is $1.159\times10^8$ cm/s. With $T$ in eV, $3T$ corresponds to 9 V, so

$$\mu=\frac{0.1381\times1.159\times10^8}{9}=1.78\times10^6\ \text{cm}^2/\text{Vs},$$

$$\mu_\varepsilon=\tfrac43\mu=2.37\times10^6\ \text{cm}^2/\text{Vs}.$$

The mean energy is 4.5 eV, but each drifting electron carries $2T=6$ eV. The energy flux has magnitude

$$|Q|=(3\times10^{11})(1.778\times10^6)(6)=3.20\times10^{18}\ \text{eV}/(\text{cm}^2\,\text{s}),$$

or 0.513 W/cm$^2$.

Now replace the constant path by a constant frequency $\nu=9.89\times10^8$ s$^{-1}$, chosen to give the same $\mu$. With $n$, $T$ and $E$ also held fixed, each drifting electron carries 7.5 eV and the flux is 0.641 W/cm$^2$, which is 25% above the constant-path value. That is the error from using $5/3$ where $4/3$ applies. In a full simulation $n$, $T$ and $E$ would readjust, so the final error could differ.

### How far to trust 4/3 in helium

**Weak field.** Here $|f_1|/f_0=E\lambda/T=0.046$. Corrections to $f_1$ enter two orders later in the field, so for typical electrons I estimate their relative size as $0.046^2\approx0.002$.

**Cross section.** Helium's cross section is fairly flat at low energy and falls at higher energy. A rough model, $\sigma=\sigma_0/\sqrt{1+(\varepsilon/12\ \text{eV})^2}$, raises the ratio to 1.49. The direction is expected: well above 12 eV this model has $\sigma\propto v^{-2}$, hence $s=-1$ and a local power-law ratio of 2. This is a large shift, about 12% relative to $4/3$, and the model understates it. The tabulated helium cross section peaks near 7 Å$^2$ at about 2 eV and falls to about 2.6 Å$^2$ at 20 eV. With a Maxwellian it gives a ratio of about 1.59 at $T=3$ eV, 1.46 at 2 eV and 1.71 at 4 eV.

**Excitation.** Above a threshold of roughly 20 eV, inelastic collisions deplete the tail. A Maxwellian has 0.4% of its electrons there. Replacing it by $e^{-\varepsilon/T}-e^{-20\,\text{eV}/T}$ below threshold and zero above gives 1.36 at constant $\lambda$. This form is assumed, not solved for, so it indicates the direction of the shift but not its exact size.

**The Maxwellian itself.** Suppose there are no electron-electron or inelastic collisions. An atom of mass $M$, initially at rest, receives momentum of squared size $2v^2(1-\cos\chi)$ and hence energy $v^2(1-\cos\chi)/M$. The factor $1-\cos\chi$ turns the collision rate into $\nu$, so the energy loss rate is $\nu v^2/M$ and $dv/dt=-\nu v/M$. In a steady state this inward flow through a sphere in velocity space balances the outward flow driven by the field:

$$-\frac{4\pi}{3}v^2\frac{E^2}{\nu}f_0'=4\pi v^2\,\frac{\nu v}{M}f_0 .$$

For constant $\lambda$ this gives $f_0'/f_0=-3v^3/(M\lambda^2E^2)$, and so

$$f_0\propto e^{-bv^4},\qquad b=\frac{3}{4M\lambda^2E^2}.$$

Integrating the flux formulas by parts, with $1/\nu=\lambda/v$,

$$\frac Q\Gamma=\frac{\int v^3f_0\,dv}{\int vf_0\,dv}=\frac{1}{\sqrt{\pi b}},\qquad \bar\varepsilon=\frac{\Gamma_{\!E}(5/4)}{2\sqrt b\,\Gamma_{\!E}(3/4)},$$

where $\Gamma_{\!E}$ is the gamma function. Their quotient is

$$\frac{\mu_\varepsilon}{\mu}=\frac{2\,\Gamma_{\!E}(3/4)}{\sqrt\pi\,\Gamma_{\!E}(5/4)}=1.526 .$$

So $4/3$ depends on the Maxwellian as well as on the constant path. For the same distribution with constant $\nu$, the computed ratio is still 1.667.

Which distribution is closer depends on how fast electrons exchange energy among themselves. A small-angle Coulomb estimate with fixed scatterers gives a deflection rate of $2.0\times10^6$ s$^{-1}$, used here as a stand-in for the energy-exchange rate, against $3.1\times10^5$ s$^{-1}$ for elastic energy loss to atoms. The factor of 6.5 favours a Maxwellian bulk, though not overwhelmingly, and it leaves out inelastic losses. It is also an average that favours slow electrons. In this fixed-scatterer estimate, the ratio of the two rates at constant $\lambda$ falls as $v^{-4}$, and it is only about 1.4 at 9 eV, the mean energy when electrons are weighted by their part in the energy flux. The stand-in is low at this energy: the Fokker-Planck drag from the other electrons is about 2.6 times the elastic drag at 9 eV. The Maxwellian is still less secure for the electrons that matter most to $Q$. Solving for $f_0$ with field heating, elastic loss and electron-electron collisions, at constant $\lambda$ and a mean energy of 4.5 eV, gives a ratio of about 1.40, between $4/3$ and 1.526. At lower electron density, with the other parameters fixed, the case for a Maxwellian weakens.

**Radio-frequency drive.** For a field at angular frequency $\omega$, the equation for $f_1$ gains a time derivative, and $1/\nu$ becomes $1/(\nu-i\omega)$. Its in-phase part is $\nu/(\nu^2+\omega^2)$. At 13.56 MHz this lowers the particle mobility by 1.25% and moves the ratio to 1.341.

**Ions.** Electrons also scatter from ions, which $\nu$ leaves out. Adding the Coulomb frequency $4\pi n\ln\Lambda/v^3$ for singly charged ions, with $\ln\Lambda=11.9$, to $v/\lambda$ in the flux integrals moves the ratio to about 1.34. The shift grows with the degree of ionization. This estimate omits the effect of electron-electron collisions on $f_1$.

**Gas motion and chamber size.** The gas temperature is 1.15% of the electron temperature, so treating the atoms as slow is reasonable. The mean free path is 2.8% of a 5 cm chamber, which supports a local relation between flux and field in the plasma interior, though not in the wall sheaths, which can be thinner than a mean free path. It does not guarantee that the electron temperature is set locally, because electrons can diffuse many mean free paths before losing their energy.

These are separate estimates and should not be added up as a helium simulation. For this discharge, $4/3$ is the constant-path reference value. The rough falling cross section used above moves it about halfway to $5/3$, and tabulated helium data move it about three quarters of the way, so at 3 eV real helium lies nearer $5/3$ than $4/3$. Use measured or evaluated data for a real calculation. For a fluid code, calculate both mobilities from the two flux integrals, using the gas's momentum-transfer cross section and the best available $f_0$. If you need a fixed ratio for Maxwellian electrons, use $(5-\bar s)/3$, where $\bar s$ is the local exponent $d\ln\nu/d\ln v$ averaged over the particle flux, that is, with weight $v^4f_0/\nu$. This follows from the same integration by parts as the power-law formula. Unless $\nu$ is a power law, $\bar s$ changes with $T$, so a fixed ratio serves only over a limited range of electron temperature. The numerical output below gives the values to more digits.

## Table of computed values

```
INPUTS (rough typical values, helium plasma)
gas pressure                       0.50 Torr
gas temperature                    400 K
electron temperature               3.00 eV
electron density                   3.00e+11 cm^-3
field                              1.00 V/cm
momentum-transfer cross section    6.00 angstrom^2
RATIOS FROM THE SOLVED KINETIC PROBLEM (nu ~ v^s)
s = 0.0: energy/particle mobility   1.666667
s = 0.5: energy/particle mobility   1.500000
s = 1.0: energy/particle mobility   1.333333
s = 2.0: energy/particle mobility   1.000000
s = 3.0: energy/particle mobility   0.666667
EXAMPLE, CONSTANT MEAN FREE PATH
gas density                        1.2071e+16 cm^-3
reduced field E/N                  8.285 Td
mean free path                     0.1381 cm
mean speed                         1.1592e+08 cm/s
particle mobility                  1.7784e+06 cm2/Vs
energy mobility                    2.3711e+06 cm2/Vs
mean electron energy               4.500 eV
energy per drifting electron       6.000 eV
energy flux, magnitude             3.2010e+18 eV/(cm2 s)
same energy flux                   0.5129 W/cm2
CONSTANT FREQUENCY WITH THE SAME PARTICLE MOBILITY
collision frequency                9.8902e+08 s^-1
energy mobility                    2.9639e+06 cm2/Vs
energy per drifting electron       7.500 eV
energy flux, magnitude             0.6411 W/cm2
excess over constant path          25.00 %
NEGLECTED EFFECTS
anisotropy |f1|/f0                 0.0460
cross-section fall energy          12.0 eV
ratio, falling cross section       1.4900
excitation threshold, rough        20.0 eV
Maxwellian fraction above it       0.00397
ratio, depleted tail               1.3561
Coulomb logarithm                  11.90
electron-electron rate             1.996e+06 s^-1
elastic energy-loss rate           3.067e+05 s^-1
electron-electron / loss rate      6.51
ratio, elastic-only distribution   1.5255
its mean energy                    5.037 eV
its ratio at constant frequency    1.6667
radio frequency                    13.56 MHz
angular / collision frequency      0.0861
in-phase / steady mobility         0.9875
ratio, in-phase mobilities         1.3414
gas / electron temperature         0.0115
chamber length                     5.0 cm
mean free path / chamber length    0.0276
```
